\section*{Weinert pseudo-charge method for a charged simple cubic cell, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Setting}

A simple cubic cell of edge $a$ and volume $\Omega=a^3$ carries a net charge $Q$. It contains one sphere $S$ of radius $R\le a/2$, centred on a nucleus of charge $Z$ at the origin. As in the LAPW representation, the charge density is $\rho_{\rm MT}(\mathbf r)=Z\delta(\mathbf r)+\rho_e(\mathbf r)$ inside $S$, and $\rho_I(\mathbf r)=\sum_{\mathbf G}\rho_I(\mathbf G)e^{i\mathbf G\cdot\mathbf r}$ in the interstitial region, with $\mathbf G=2\pi\mathbf n/a$. The series $\rho_I$ also has values inside $S$, its continuation, which have no physical meaning. Fourier coefficients are $f(\mathbf G)=\Omega^{-1}\int_{\rm cell}f\,e^{-i\mathbf G\cdot\mathbf r}d^3r$. Assume that $\rho_{\rm MT}-\rho_I$ is spherical in $S$. Monopoles are written as charges, $q=\sqrt{4\pi}\,q_{00}$. The algebra is in atomic units, $\nabla^2V=-4\pi\rho$, and $V$ is the potential energy of a unit positive charge; numbers in eV follow on multiplying by $e^2=14.399645$ eV\,\AA. Define $V_M=\lim_{r\to0}[V(\mathbf r)-Z/r]$. All numbers quoted are in the numerical output printed after the text, or follow from it by the arithmetic shown.

\section*{Part (a): the pseudo-charge}

\emph{Question.} Find the charge $\tilde q$ that a spherical pseudo-density $\rho_{\rm ps}\propto(1-r^2/R^2)^N$ in $S$ must carry so that $\tilde\rho=\rho_I+\rho_{\rm ps}$ gives the true interstitial field. Derive $\rho_{\rm ps}(\mathbf G)$ and its mean square radius.

\emph{Model answer.} Let $\delta\rho=\rho_{\rm MT}-\rho_I-\rho_{\rm ps}$ in $S$ and zero outside, so that the true density is $\tilde\rho+\delta\rho$ everywhere. By assumption $\delta\rho$ is spherical. By Gauss's law its field outside $S$ is that of a point charge $\int_S\delta\rho\,d^3r$, so the field vanishes when
\begin{equation}
\tilde q=q_{\rm MT}-q_I,\qquad q_{\rm MT}=\int_S\rho_{\rm MT}\,d^3r,\qquad q_I=\int_S\rho_I\,d^3r .
\label{qt}
\end{equation}
The angular average of $e^{i\mathbf G\cdot\mathbf r}$ is $\tfrac12\int_{-1}^1e^{iGru}du=j_0(Gr)$. The recurrence $\frac{d}{dz}[z^{n+2}j_{n+1}(z)]=z^{n+2}j_n(z)$ with $n=0$ gives $\int_0^R4\pi r^2j_0(Gr)\,dr=4\pi R^2j_1(GR)/G$ for $G\ne0$, while for $G=0$ the integral is the sphere volume. Hence
\begin{equation}
q_I=\frac{4\pi}{3}R^3\rho_I(0)+\sum_{\mathbf G\ne0}\rho_I(\mathbf G)\,\frac{4\pi R^2j_1(GR)}{G}.
\label{qI}
\end{equation}
The first term is the charge that the constant part of the series places in $S$. That charge is present in $\tilde\rho$, so it must be subtracted like any other.

For the transform put $x=GR$, $t=r/R$ and $A_{N,n}(x)=\int_0^1t^{n+2}(1-t^2)^Nj_n(xt)\,dt$. The recurrence reads $t^{n+2}j_n(xt)=x^{-1}\frac{d}{dt}[t^{n+2}j_{n+1}(xt)]$. For $N\ge1$ the boundary terms of an integration by parts vanish, at $t=0$ through $t^{n+2}$ and at $t=1$ through $(1-t^2)^N$, and $-\frac{d}{dt}(1-t^2)^N=2Nt(1-t^2)^{N-1}$, so
\begin{equation}
A_{N,n}=\frac{2N}{x}A_{N-1,n+1},\qquad A_{0,n}=\frac{j_{n+1}(x)}{x}.
\end{equation}
After $N$ steps $A_{N,0}=2^NN!\,j_{N+1}(x)/x^{N+1}$. The small-argument form $j_n(x)=\frac{x^n}{(2n+1)!!}\big[1-\frac{x^2}{2(2n+3)}+\dots\big]$ with $n=N+1$ gives $A_{N,0}(0)=2^NN!/(2N+3)!!$. Dividing by this normalizes the charge to $\tilde q$:
\begin{equation}
\rho_{\rm ps}(\mathbf G)=\frac{\tilde q}{\Omega}F_N(GR),\qquad F_N(x)=(2N+3)!!\,\frac{j_{N+1}(x)}{x^{N+1}} .
\label{FN}
\end{equation}
The same expansion gives $F_N=1-x^2/[2(2N+5)]+\dots$. From its definition as the average of $j_0(xt)=1-x^2t^2/6+\dots$, also $F_N=1-x^2\langle t^2\rangle/6+\dots$. Comparing the two,
\begin{equation}
\langle r^2\rangle_{\rm ps}=\frac{3R^2}{2N+5}.
\label{r2}
\end{equation}
For $N=0$ this is $3R^2/5$, the uniform ball. Since $j_{N+1}\sim1/x$, the envelope of $F_N$ falls as $x^{-(N+2)}$; but its initial fall, $1-x^2/[2(2N+5)]$, takes place on the scale $x^2\sim2(2N+5)$, so a larger $N$ delays the onset of the decay. Equations \eqref{FN} and \eqref{r2} were tested against radial quadrature for $N=0,3,6,10$.

\section*{Part (b): two coefficients at $\mathbf G=0$}

\emph{Question.} Evaluate $\tilde\rho(0)$. What does it mean physically to omit it from the potential series? Explain how it differs from $\rho_I(0)$, and what happens to $\tilde q$ if the compensating charge is added to both densities from the start.

\emph{Model answer.} Because $\delta\rho$ is neutral, $\tilde\rho$ has the true cell charge, and with $F_N(0)=1$
\begin{equation}
\Omega\tilde\rho(0)=\Omega\rho_I(0)+\tilde q=Q .
\label{sum}
\end{equation}
Integrate $\nabla^2V=-4\pi\rho$ over the cell. The left side is the flux of $\nabla V$ through the cell faces, which cancels between opposite faces for periodic $V$. A periodic potential therefore requires a neutral source, and the equation $G^2\tilde V(\mathbf G)=4\pi\tilde\rho(\mathbf G)$ has no solution at $\mathbf G=0$ when $Q\neq0$. The series
\begin{equation}
\tilde V(\mathbf r)=\sum_{\mathbf G\ne0}\frac{4\pi\tilde\rho(\mathbf G)}{G^2}e^{i\mathbf G\cdot\mathbf r}
\label{Vt}
\end{equation}
has the Laplacian $-4\pi\sum_{\mathbf G\neq0}\tilde\rho(\mathbf G)e^{i\mathbf G\cdot\mathbf r}=-4\pi[\tilde\rho(\mathbf r)-Q/\Omega]$. Omitting $\tilde\rho(0)$ thus adds a uniform background $-Q/\Omega$ throughout the cell, spheres included.

The coefficient $\rho_I(0)$ is a different object. Add to the continuation any spherical function of charge $b$ confined to $S$. The physical density is unchanged, $\Omega\rho_I(0)$ rises by $b$, $q_I$ rises by $b$, and $\tilde q$ falls by $b$, so that \eqref{sum} still holds. Thus $\rho_I(0)$ depends on an arbitrary choice and need not equal $Q/\Omega$. The statement that the $\mathbf G=0$ term is dropped applies to $\tilde\rho(0)$ in \eqref{Vt}; in \eqref{qI} the term with $\rho_I(0)$ stays.

There are two ways of booking the background. In booking A it is kept apart from $\rho_{\rm MT}$ and $\rho_I$, as above. In booking B it is added to both. Then $q_{\rm MT}$ changes by $-\frac{4\pi}{3}R^3Q/\Omega$. In $\rho_I$ the constant changes $\rho_I(0)$ alone, so $q_I$ changes by the same amount through the first term of \eqref{qI}. The charge $\tilde q$ is unchanged, and \eqref{sum} becomes $\Omega\tilde\rho(0)=0$. Without the first term of \eqref{qI} this cancellation is lost.

\section*{Part (c): the potential at the nucleus}

\emph{Question.} Derive $V_M$ in booking A in the convention that the cell average of the true $V$ is zero.

\emph{Model answer.} Let $\delta V$ be the potential of the periodic $\delta\rho$, chosen to vanish outside the spheres, as part (a) allows. The true potential of the cell with background is $V=\tilde V+\delta V+C$ with a constant $C$. The series \eqref{Vt} has zero average, so $\langle V\rangle=0$ requires $C=-\Omega^{-1}\int_S\delta V\,d^3r$. Apply Green's second identity to $r^2$ and $\delta V$ in $S$. The surface terms vanish because $\delta V$ and its radial derivative are zero at $R$, and $\nabla^2r^2=6$, so $-4\pi\int_Sr^2\delta\rho\,d^3r-6\int_S\delta V\,d^3r=0$. Therefore
\begin{equation}
\int\delta V\,d^3r=-\frac{2\pi}{3}\int r^2\delta\rho\,d^3r,\qquad
C=\frac{2\pi}{3\Omega}\int_Sr^2\,(\rho_{\rm MT}-\rho_I-\rho_{\rm ps})\,d^3r .
\label{C}
\end{equation}
Setting $\tilde V(0)=0$ fixes the average of the pseudo-potential; $C$ converts this to the average of the true one.

Inside $S$ only the angular average $\bar V(r)$ matters for $V_M$, since the regular components with $l>0$ vanish at the origin. Gauss's law gives $r^2\bar V'(r)=-q(r)$, with $q(r)$ the enclosed charge, so $\bar V(r)=\bar V(R)+\int_r^Rq(s)s^{-2}ds$. The enclosed charge is $q(s)=Z+q_e(s)-\frac{4\pi}{3}s^3Q/\Omega$, because the background found in (b) fills the sphere too. The nucleus contributes $Z/r-Z/R$. The background contributes $-\frac{2\pi}{3}\frac{Q}{\Omega}(R^2-r^2)$. For the electrons at $r\to0$, exchanging the order of integration gives $\int_0^Rq_e(s)s^{-2}ds=\int_S\rho_e(r')\int_{r'}^Rs^{-2}ds\,d^3r'=\int_S\rho_e\,(1/r'-1/R)\,d^3r'$. On the surface $\delta V=0$, provided that the surface does not enter a neighbouring sphere, which is the condition $R\le a/2$. Then $\bar V(R)$ is $C$ plus the angular average of \eqref{Vt}, and
\begin{align}
V_M={}&\sum_{\mathbf G\ne0}\frac{4\pi\tilde\rho(\mathbf G)}{G^2}j_0(GR)-\frac ZR+\int_S\rho_e\Big(\frac1r-\frac1R\Big)d^3r\nonumber\\
&-\frac{2\pi}{3}\frac Q\Omega R^2+C .
\label{VM}
\end{align}
In booking B the fourth term is absent and the third supplies it, since $-\frac Q\Omega4\pi\int_0^R(r-r^2/R)\,dr=-\frac Q\Omega4\pi R^2(\frac12-\frac13)=-\frac{2\pi}{3}\frac Q\Omega R^2$. The constant $C$ is unchanged, as the background cancels in $\rho_{\rm MT}-\rho_I$.

\section*{Part (d): the point-charge lattice}

\emph{Question.} For point charges $Z$ in a uniform background write $V_M=-\alpha Z/a$. Derive a shell sum for $\alpha$ and the energy per cell. Evaluate them for $Z=1$, $a=5$ \AA, $R=2$ \AA, $N=6$, and confirm $\alpha$ by independent means.

\emph{Model answer.} In booking A, $\rho_e=0$, $\rho_I=0$, $\tilde q=Q=Z$. The nucleus has no second moment, so \eqref{C} and \eqref{r2} give $C=-\frac{2\pi}{3\Omega}Z\frac{3R^2}{2N+5}$. With $m=|\mathbf n|^2$, $G^2=4\pi^2m/a^2$ and $c_m$ vectors in shell $m$, the factor in the series is $4\pi Z/(\Omega G^2)=Z/(\pi ma)$. Multiplying \eqref{VM} by $-a/Z$,
\begin{equation}
\alpha=\frac aR+\frac{2\pi}{3}\frac{R^2}{a^2}\Big[1+\frac{3}{2N+5}\Big]-\sum_{m\ge1}\frac{c_m\,F_N(G_mR)\,j_0(G_mR)}{\pi m}.
\label{alpha}
\end{equation}
The middle term is the finite remnant of the omitted shell: $1-F_Nj_0=\frac{x^2}{6}[1+\frac{3}{2N+5}]+\dots$, so $4\pi a(1-F_Nj_0)/(\Omega G^2)$ tends to that term as $G\to0$. The left side of \eqref{alpha} refers to the physical system alone, so the right side is independent of $N$ and of $R\le a/2$.

The energy per cell, with the self-energy of the point removed, is $E=\frac12[ZV_M-\frac Z\Omega\int V\,d^3r]$. A constant $c$ added to $V$ changes the bracket by $Zc-Zc=0$, so $E$ does not depend on the convention. With $\langle V\rangle=0$ it is $E=\frac12ZV_M=-\alpha Z^2/2a$. This short form is wrong in any convention with $\langle V\rangle\neq0$, such as $C=0$.

For $R/a=0.4$ the closed terms are $2.500000+0.335103+0.059136=2.894239$. The first shell has $G R=2.5133$ and gives $6\times0.828912\times0.233872/\pi=0.370244$. The shells are (there is no $m=7$, since 7 is not a sum of three squares):
\begin{center}
\begin{tabular}{rrrrr}
$m$&$c_m$&$F_6$&$j_0$&term\\
1&6&0.828912&0.233872&0.370244\\
2&12&0.684413&$-0.112848$&$-0.147507$\\
3&8&0.562723&$-0.215054$&$-0.102721$\\
4&6&0.460554&$-0.189207$&$-0.041606$\\
5&24&0.375055&$-0.109566$&$-0.062786$\\
6&24&0.303758&$-0.020565$&$-0.007954$\\
8&12&0.195525&0.103373&0.009650\\
9&30&0.155161&0.126138&0.020766
\end{tabular}
\end{center}
The first four terms add to $0.078410$, so $|\mathbf n|\le2$ gives $2.894239-0.078410=2.81583$. All eight add to $0.038086$, so $|\mathbf n|\le3$ gives $2.85615$. In these shells $F_6$ is positive and the signs are those of $j_0$, which is why the partial values fall on both sides of the limit. Cutoffs $|\mathbf n|\le4,6,10$ give $2.83504$, $2.83724$, $2.837297$. The converged series is $0.056942$, so
\begin{equation}
\alpha=2.894239-0.056942=2.837297 .
\end{equation}
With $e^2/a=2.879929$ eV, $V_M=-8.1712$ eV $=-0.30029$ Ha and $E=-4.0856$ eV $=-0.15014$ Ha.

Three routes that make no use of \eqref{alpha} agree on $\alpha=2.837297479$. The first is Ewald summation with zero average potential; over $R/a=0.25,0.4,0.5$ and $N=4,6,10$ at $|\mathbf n|\le60$ the largest deviation of \eqref{alpha} from it is $3.3\times10^{-10}$. The second is the field energy of Gaussian-smeared charges less their self-energy, extrapolated linearly in the squared width to zero width; it has the same reciprocal sum and self term as an Ewald sum whose real-space part is negligible, so it checks the energy formula but is not independent of the first route. The third is a real-space sum over neutral cubes, each a unit point charge in a cube of background. A block of $L^3$ such cubes gives $\sum'|\mathbf n|^{-1}-2.380077L^2$ in units of $1/a$, where $2.380077$ is the potential at the centre of a unit cube of unit density, and extrapolation in $1/L^2$ gives $-2.313699$. This potential does not have zero average. For one neutral cube the second-moment tensor is isotropic, so $\Omega\rho(\mathbf G)=-\frac{G^2}{6}\int r^2\rho\,d^3r+O(G^4)$, and $4\pi\rho(\mathbf G)/G^2$ at $G\to0$ reproduces the first relation in \eqref{C}. With $\int r^2\rho\,d^3r=-3a^2/12$ the average is $+\pi/(6a)=0.523599/a$, and $-2.313699-0.523599=-2.83730$.

Two further tests probe the interstitial point $(2.5,1.5,1.0)$ \AA\ with $N=10$. A finite-difference Laplacian of \eqref{Vt} is $1.000000\times4\pi Z/\Omega$, the background of part (b). The value $\tilde V+C=-1.542719$ eV equals the Ewald value. A radial quadrature of $\delta V$ over $S$ for $N=6$ gives $0.059136$, matching $-Ca/Z$.

We now have the pseudo-charge, the distinction between $\tilde\rho(0)$ and $\rho_I(0)$, and a formula for $V_M$, which for the point-charge lattice gives $\alpha=2.837297$ in agreement with Ewald summation. What remains is the truncation error of the shell sum, the cost of each possible omission, and a charged cell with electrons.

Numerical values quoted here were computed with a short program.
